**Spatial-dispersion birefringence of a cubic crystal**

For classes \(O_h\) and \(T_d\), the program tests the law \(n_{[1\bar10]}-n_{[001]}=a_3n_0k_0^2/4\) for propagation along 110. Here \(a_3\) is the anisotropic coefficient of the wavevector-squared permittivity, \(n_0\) the index at zero wavevector, and \(k_0\) the vacuum wavenumber. It asserts the number of allowed tensor constants in all five cubic classes, and finds that class \(T_h\) allows birefringence along 100. It compares the direction law with numerical eigenvalues for 50,000 random directions. For an fcc lattice of coupled oscillators, it asserts that the derived \(a_3\) agrees with finite differences, and that the derived birefringence agrees with the full wave equation to one part in a thousand. At 157 nm the output shows \(-1.134\times10^{-6}\) along 110 and zero, within rounding, along 100 and 111. It also sizes the effects of second-neighbour coupling, residual stress, resonance width and warming.

## Numerical check

```python
"""Birefringence of a cubic crystal from the q^2 term of its permittivity.

Result under test, for the classes O_h and T_d:
  eps_ij(q) = eps d_ij + a1 q^2 d_ij + a2 q_i q_j + a3 d_ij q_i^2
  |delta n| = |a3| n k0^2 split(s) / 2,  split = 2 sqrt(p^2 - 3 t)
  n[1-10] - n[001] = a3 n k0^2 / 4  for propagation along 110
s: unit propagation direction; k0 = 2 pi / vacuum wavelength; n: index;
p = x1 x2 + x2 x3 + x3 x1, t = x1 x2 x3, with x_i = s_i^2.
The test crystal is an fcc lattice of coupled oscillators. Its full wave
equation is solved without expanding in q. Lengths in nm, energies in eV.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.linalg import null_space

rng = np.random.default_rng(7)
identity = np.eye(3)


def unit(v):
    v = np.asarray(v, dtype=float)
    return v / np.linalg.norm(v)


# ---------- symmetry: count and shape of the allowed tensors ----------
groups = {name: [] for name in ("O_h", "T_d", "O", "T_h", "T")}
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        R = np.zeros((3, 3))
        for i in range(3):
            R[i, perm[i]] = signs[i]
        det = round(np.linalg.det(R))
        sign_product = int(np.prod(signs))
        even = det * sign_product == 1
        groups["O_h"].append(R)
        if sign_product == 1:
            groups["T_d"].append(R)
        if det == 1:
            groups["O"].append(R)
        if even:
            groups["T_h"].append(R)
        if even and det == 1:
            groups["T"].append(R)

counts = {}
for name, ops in groups.items():
    chi = np.array([np.trace(R) for R in ops])
    chi_sq = np.array([np.trace(R @ R) for R in ops])
    quadratic = np.mean(((chi**2 + chi_sq) / 2) ** 2)
    linear = np.mean((chi**2 - chi_sq) / 2 * chi)
    counts[name] = (round(quadratic), round(linear))
    assert abs(quadratic - counts[name][0]) < 1e-12
    assert abs(linear - counts[name][1]) < 1e-12
assert counts == {"O_h": (3, 0), "T_d": (3, 0), "O": (3, 1),
                  "T_h": (4, 0), "T": (4, 1)}

raw = rng.uniform(0, 1, (3, 3, 3, 3))
raw[1, 1, 0, 0] += 6.0
raw = (raw + raw.transpose(1, 0, 2, 3)) / 2
raw = (raw + raw.transpose(0, 1, 3, 2)) / 2


def group_average(ops):
    total = np.zeros((3, 3, 3, 3))
    for R in ops:
        total += np.einsum("ai,bj,ck,dl,ijkl->abcd", R, R, R, R, raw,
                           optimize=True)
    return total / len(ops)


def transverse_gap(tensor, s):
    basis = null_space(s[None, :])
    block = basis.T @ np.einsum("ijkl,k,l->ij", tensor, s, s) @ basis
    return np.ptp(np.linalg.eigvalsh(block))


s100, s110, s111 = unit([1, 0, 0]), unit([1, 1, 0]), unit([1, 1, 1])
e_diag, e_z = unit([1, -1, 0]), unit([0, 0, 1])
for name in ("O_h", "T_d"):
    al = group_average(groups[name])
    b1, b2 = al[0, 0, 1, 1], 2 * al[0, 1, 0, 1]
    b3 = al[0, 0, 0, 0] - b1 - b2
    for q in rng.normal(size=(5, 3)):
        direct = np.einsum("ijkl,k,l->ij", al, q, q)
        form = b1 * (q @ q) * identity + b2 * np.outer(q, q) + b3 * np.diag(q**2)
        assert np.allclose(direct, form, atol=1e-11)
    assert transverse_gap(al, s100) < 1e-12
    assert transverse_gap(al, s111) < 1e-12
    along = np.einsum("ijkl,k,l->ij", al, s110, s110)
    assert abs(e_diag @ along @ e_diag - e_z @ along @ e_z - b3 / 2) < 1e-12
    assert abs(b3) > 0.01
al_th = group_average(groups["T_h"])
gap_th = transverse_gap(al_th, s100)
assert gap_th > 0.5
assert abs(gap_th - abs(al_th[1, 1, 0, 0] - al_th[2, 2, 0, 0])) < 1e-12
assert transverse_gap(al_th, s111) < 1e-12


# ---------- dependence on direction ----------
def split_numeric(s):
    """Difference of the two transverse eigenvalues of diag(s_i^2)."""
    s = np.atleast_2d(s)
    P = identity - s[:, :, None] * s[:, None, :]
    D = s[:, :, None] ** 2 * identity
    values = np.linalg.eigvalsh(P @ D @ P)
    return values[:, 2] - values[:, 1]


def split_formula(s):
    x = np.atleast_2d(s) ** 2
    p = x[:, 0] * x[:, 1] + x[:, 1] * x[:, 2] + x[:, 2] * x[:, 0]
    return 2 * np.sqrt(np.maximum(p**2 - 3 * np.prod(x, axis=1), 0))


directions = rng.normal(size=(50000, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
scan = split_numeric(directions)
assert np.max(np.abs(scan - split_formula(directions))) < 1e-7
assert 0.49 < scan.max() <= 0.5 + 1e-12
assert abs(split_numeric(s110)[0] - 0.5) < 1e-12
axes = np.array([unit(v) for v in ([1, 0, 0], [0, 1, 0], [0, 0, 1],
                [1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1])])
closest = np.max(np.abs(directions @ axes.T), axis=1)
assert scan[closest < np.cos(np.radians(5))].min() > 0.005


def tilted(axis, side, angle):
    side = unit(side - (side @ axis) * axis)
    return np.cos(angle) * axis + np.sin(angle) * side


small = 0.01
for phi in (0.0, 0.3, np.pi / 4):
    side = np.array([0, np.cos(phi), np.sin(phi)])
    law = 2 * small**2 * np.sqrt(1 - 0.75 * np.sin(2 * phi) ** 2)
    assert abs(split_numeric(tilted(s100, side, small))[0] / law - 1) < 0.01
for side in (e_z, e_diag, -e_z):
    law = 2 * np.sqrt(2) / 3 * small
    assert abs(split_numeric(tilted(s111, side, small))[0] / law - 1) < 0.02

# ---------- lattice model: rough, round parameters ----------
wavelength = 157.0          # nm
cell = 0.55                 # nm, cubic cell edge
E0 = 11.0                   # eV, resonance
strength = 55.0             # eV^2
eps_background = 1.5
K_L, K_T = -1.0, 0.5        # eV^2, couplings along and across a bond
path_mm = 20.0
hc = constants.h * constants.c / constants.e * 1e9   # eV nm

near = [cell / 2 * np.array(v) for v in itertools.product((-1, 0, 1), repeat=3)
        if np.dot(v, v) == 2]
second = [sign * cell * identity[i] for i in range(3) for sign in (1, -1)]


def permittivity(q, lam, second_ratio=0.0):
    coupling = np.zeros((3, 3))
    for shell, scale in ((near, 1.0), (second, second_ratio)):
        for R in shell:
            bond = np.outer(R, R) / (R @ R)
            K = scale * (K_L * bond + K_T * (identity - bond))
            coupling += K * 2 * np.sin(q @ R / 2) ** 2
    gap = E0**2 - (hc / lam) ** 2
    return (eps_background * identity
            + strength * np.linalg.inv(gap * identity + coupling))


def wave_modes(s, lam):
    """Both indices and D polarizations of the full wave equation."""
    k0 = 2 * np.pi / lam
    basis = null_space(s[None, :])
    result = []
    for branch in range(2):
        n = np.sqrt(permittivity(np.zeros(3), lam)[0, 0])
        for _ in range(15):
            eps = permittivity(n * k0 * s, lam)
            block = basis.T @ np.linalg.inv(eps) @ basis
            values, vectors = np.linalg.eigh((block + block.T) / 2)
            n = 1 / np.sqrt(values[branch])
        maxwell = n**2 * (identity - np.outer(s, s)) - permittivity(n * k0 * s, lam)
        assert np.linalg.svd(maxwell, compute_uv=False)[-1] < 1e-12
        result.append((n, basis @ vectors[:, branch]))
    return result


def first_order(lam, resonance=E0, width=0.0):
    """Derived a3 (nm^2), index, and n[1-10] - n[001] along 110."""
    energy = hc / lam
    gap = resonance**2 - energy**2 - 1j * energy * width
    a3 = strength * (K_L - K_T) * cell**2 / (4 * gap**2)
    n = np.sqrt(eps_background + strength / gap)
    return a3, n, a3 * n * (2 * np.pi / lam) ** 2 / 4


def a3_from_differences(second_ratio):
    h = 0.01
    eps0 = permittivity(np.zeros(3), wavelength, second_ratio)
    ex = permittivity(h * identity[0], wavelength, second_ratio) - eps0
    exy = permittivity(h * (identity[0] + identity[1]), wavelength, second_ratio)
    return (ex[0, 0] - ex[1, 1] - exy[0, 1]) / h**2


def signed_110(lam):
    pair = wave_modes(s110, lam)
    pair.sort(key=lambda mode: -abs(mode[1] @ e_diag))
    assert abs(pair[0][1] @ e_diag) > 0.999999
    assert abs(pair[1][1] @ e_z) > 0.999999
    return pair[0][0], pair[1][0]


a3, n0, dn_law = (value.real for value in first_order(wavelength))
a3_numeric = a3_from_differences(0.0)
assert abs(a3_numeric / a3 - 1) < 1e-4      # finite step: (h*cell)^2 ~ 3e-5
n_diag, n_z = signed_110(wavelength)
dn_full = n_diag - n_z
assert abs(dn_full / dn_law - 1) < 1e-3     # next power of q: (q*cell)^2 ~ 1e-3
k0 = 2 * np.pi / wavelength
dn_axis = {}
for label, s in (("100", s100), ("111", s111)):
    pair = wave_modes(s, wavelength)
    dn_axis[label] = abs(pair[0][0] - pair[1][0])
    assert dn_axis[label] < 1e-13           # rounding level
for s in (unit([2, 1, 0]), unit([2, 1, 1]), unit([1, 2, 3])):
    pair = wave_modes(s, wavelength)
    law = abs(a3) * n0 * k0**2 * split_formula(s)[0] / 2
    assert abs(abs(pair[0][0] - pair[1][0]) - law) < 1e-3 * abs(dn_law)

long_wave = 193.0
pair_193 = signed_110(long_wave)
dn_193 = pair_193[0] - pair_193[1]
assert abs(dn_193 / first_order(long_wave)[2].real - 1) < 1e-3
dn_193_scaled = dn_full * (wavelength / long_wave) ** 2
assert abs(dn_193) < abs(dn_193_scaled)

tilt = np.radians(10)
tilt_dn = {}
for label, s in (("100 toward 010", tilted(s100, identity[1], tilt)),
                 ("111 toward 001", tilted(s111, e_z, tilt))):
    pair = wave_modes(s, wavelength)
    tilt_dn[label] = abs(pair[0][0] - pair[1][0])

# ---------- neglected effects, with rough assumed inputs ----------
second_ratio = 0.1
a3_second = a3_from_differences(second_ratio)
stress_coefficient = 2.0    # 1/TPa, rough
stress = 0.05               # MPa, residual
stress_dn = stress_coefficient * 1e-12 * stress * 1e6
stress_equal = abs(dn_full) / (stress_coefficient * 1e-12) / 1e6
width = 0.3                 # eV
broad_change = first_order(wavelength, width=width)[2].real / dn_law - 1
drift, warming = -0.5e-3, 10.0   # eV/K and K
warm_change = first_order(wavelength, E0 + drift * warming)[2].real / dn_law - 1

retardance = dn_full * path_mm * 1e6
for name, (quadratic, linear) in counts.items():
    print(f"class {name}: constants in q^2 term {quadratic}, in q term {linear}")
print(f"largest splitting in direction scan: {scan.max():.4f}")
print(f"splitting along 110: {split_numeric(s110)[0]:.4f}")
print(f"vacuum wavelength: {wavelength:.0f} nm")
print(f"photon energy: {hc / wavelength:.3f} eV")
print(f"cubic cell edge: {cell:.2f} nm")
print(f"resonance energy E0: {E0:.1f} eV")
print(f"oscillator strength F: {strength:.1f} eV^2")
print(f"background permittivity: {eps_background:.2f}")
print(f"couplings K_L, K_T: {K_L:.2f}, {K_T:.2f} eV^2")
print(f"E0^2 - E^2: {E0**2 - (hc / wavelength)**2:.3f} eV^2")
print(f"index at q = 0: {n0:.4f}")
print(f"wavenumber in crystal q: {n0 * k0:.5f} 1/nm")
print(f"(q * cell)^2: {(n0 * k0 * cell)**2:.2e}")
print(f"a3 from formula: {a3:.5e} nm^2")
print(f"a3 from finite differences: {a3_numeric:.5e} nm^2")
print(f"n[1-10] - n[001] along 110, formula: {dn_law:.5e}")
print(f"n[1-10] - n[001] along 110, full wave equation: {dn_full:.5e}")
print(f"relative effect of higher powers of q: {dn_full / dn_law - 1:.1e}")
for label, value in dn_axis.items():
    print(f"|delta n| along {label}, full wave equation: {value:.1e}")
print(f"path length: {path_mm:.0f} mm")
print(f"retardance along 110: {retardance:.2f} nm")
print(f"phase difference along 110: {360 * retardance / wavelength:.1f} degrees")
for label, value in tilt_dn.items():
    print(f"|delta n|, 10 degree tilt, {label}: {value:.3e}")
    print(f"  as fraction of 110 value: {value / abs(dn_full):.3f}")
print(f"delta n along 110 at {long_wave:.0f} nm: {dn_193:.3e}")
print(f"  from inverse-square scaling alone: {dn_193_scaled:.3e}")
print(f"second-neighbour to first-neighbour coupling: {second_ratio:.2f}")
print(f"  resulting change of a3: {100 * (a3_second / a3_numeric - 1):.1f} %")
print(f"stress-optic coefficient (rough): {stress_coefficient:.1f} 1/TPa")
print(f"  |delta n| from {stress:.2f} MPa residual stress: {stress_dn:.1e}")
print(f"  stress that equals the 110 value: {stress_equal:.2f} MPa")
print(f"resonance width (rough): {width:.1f} eV")
print(f"  resulting change of real delta n: {100 * broad_change:.2f} %")
print(f"resonance drift (rough): {1e3 * drift:.1f} meV/K")
print(f"  change of delta n for {warming:.0f} K warming: {100 * warm_change:.2f} %")
print("OK")
```

Printed output:

```
class O_h: constants in q^2 term 3, in q term 0
class T_d: constants in q^2 term 3, in q term 0
class O: constants in q^2 term 3, in q term 1
class T_h: constants in q^2 term 4, in q term 0
class T: constants in q^2 term 4, in q term 1
largest splitting in direction scan: 0.5000
splitting along 110: 0.5000
vacuum wavelength: 157 nm
photon energy: 7.897 eV
cubic cell edge: 0.55 nm
resonance energy E0: 11.0 eV
oscillator strength F: 55.0 eV^2
background permittivity: 1.50
couplings K_L, K_T: -1.00, 0.50 eV^2
E0^2 - E^2: 58.636 eV^2
index at q = 0: 1.5614
wavenumber in crystal q: 0.06249 1/nm
(q * cell)^2: 1.18e-03
a3 from formula: -1.81464e-03 nm^2
a3 from finite differences: -1.81463e-03 nm^2
n[1-10] - n[001] along 110, formula: -1.13450e-06
n[1-10] - n[001] along 110, full wave equation: -1.13448e-06
relative effect of higher powers of q: -2.4e-05
|delta n| along 100, full wave equation: 0.0e+00
|delta n| along 111, full wave equation: 0.0e+00
path length: 20 mm
retardance along 110: -22.69 nm
phase difference along 110: -52.0 degrees
|delta n|, 10 degree tilt, 100 toward 010: 1.327e-07
  as fraction of 110 value: 0.117
|delta n|, 10 degree tilt, 111 toward 001: 2.888e-07
  as fraction of 110 value: 0.255
delta n along 110 at 193 nm: -3.848e-07
  from inverse-square scaling alone: -7.507e-07
second-neighbour to first-neighbour coupling: 0.10
  resulting change of a3: -40.0 %
stress-optic coefficient (rough): 2.0 1/TPa
  |delta n| from 0.05 MPa residual stress: 1.0e-07
  stress that equals the 110 value: 0.57 MPa
resonance width (rough): 0.3 eV
  resulting change of real delta n: -0.58 %
resonance drift (rough): -0.5 meV/K
  change of delta n for 10 K warming: 0.41 %
OK
```
